**Lieb functional of a two-level system: transform, domain, inverse and boundary slope**

For H(v) = −tσ_x + vσ_z, with hopping t, site potentials ±v, density n = n₁ − n₂ and ground-state energy E(v) = −√(t² + v²), the transform F(n) = sup_v [E(v) − vn] equals −|t|√(1 − n²) on [−1, 1] and +∞ outside, and min_n [F(n) + vn] returns E(v). For t ≠ 0 the slope F′(n) = −v(n) diverges like |t|/√(2d) at n = 1 − d, the supremum at n = ±1 is not attained, and F has no subgradient there. The program takes E and n from diagonalization, F from numerical maximization over v, derivatives from finite differences and the inverse transform from numerical minimization over n. For t = 0.7, 2 and −1.3 eV it asserts agreement with the closed forms for E, n(v), F, the maximizer, F′, F″ and F″χ = −1 with χ = dn/dv, and it tests the approach to 0 at n = ±1, the linear lower bound at n = ±1.2 and the subgradient threshold d_max = 2t²/(t² + s²) from both sides. It also asserts that a phase scan over pure states reaches F, that random density matrices stay above it, and that F vanishes at sample interior points for t = 0. The output gives the example t = 2 eV, n = 0.6, with v = −1.5 eV, E = −2.5 eV and F = −1.6 eV. Its tables show the slope rising from 4.129 eV at d = 10⁻¹ to about 1414 eV at d = 10⁻⁶, with a log–log exponent of −0.5 between the last two rows, d = 10⁻⁵ and 10⁻⁶.

## Numerical check

```python
# Two-level model of the Lieb functional. H(v) = T + v*sigma_z, T = -t*sigma_x (eV).
# n = <sigma_z> = n1 - n2, n1 + n2 = 1; E(v) = lowest eigenvalue of H(v).
# g_n(v) = E(v) - v*n, F(n) = sup_v g_n(v), d = 1 - n, chi = dn/dv.
# Result under test (t != 0): E = -sqrt(t^2+v^2); F = -|t| sqrt(1-n^2) on [-1,1] and
# +infinity outside; maximizer v(n) = -|t| n/sqrt(1-n^2) = -F'(n); supremum 0 not
# attained at n = +-1; min_n [F + v n] = E(v); F' ~ t/sqrt(2d) diverges; no subgradient
# at n = 1; F equals the constrained search of <T>. For t = 0, F = 0 on the interval.
# Definition side: diagonalization, numerical optimization, finite differences.
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

HARTREE_EV = physical_constants['Hartree energy in eV'][0]
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.diag([1.0, -1.0])
OPT = dict(method='bounded', options={'xatol': 1e-11, 'maxiter': 1000})
rng = np.random.default_rng(1)

def E_diag(v, t):
    return np.linalg.eigvalsh(-t * SX + v * SZ)[0]

def ground_state(v, t):
    return np.linalg.eigh(-t * SX + v * SZ)[1][:, 0]

def n_diag(v, t):
    c = ground_state(v, t)
    return c @ SZ @ c

def g(v, n, t):
    return E_diag(v, t) - v * n

def legendre(n, t):
    # maximize g over v = sinh(u); the monotone map keeps a single maximum
    r = minimize_scalar(lambda u: -g(np.sinh(u), n, t), bounds=(-12, 12), **OPT)
    return -r.fun, np.sinh(r.x)

def F_num(n, t):
    return legendre(n, t)[0]

def inverse(F, v, t, edge):
    r = minimize_scalar(lambda n: F(n, t) + v * n, bounds=(-edge, edge), **OPT)
    return r.fun, r.x

def central(f, x, h):
    return (f(x + h) - f(x - h)) / (2 * h)

def second(f, x, h):
    return (f(x + h) - 2 * f(x) + f(x - h)) / h**2

E_formula = lambda v, t: -np.hypot(t, v)
n_formula = lambda v, t: -v / np.hypot(t, v)
F_formula = lambda n, t: -abs(t) * np.sqrt(1 - n * n)
v_formula = lambda n, t: -abs(t) * n / np.sqrt(1 - n * n)

for t in (0.7, 2.0, -1.3):
    a = abs(t)
    for v in (-5.0, -1.5, 0.0, 0.4, 3.0):
        assert abs(E_diag(v, t) - E_formula(v, t)) < 1e-12
        assert abs(n_diag(v, t) - n_formula(v, t)) < 1e-12
        assert abs(central(lambda x: E_diag(x, t), v, 1e-5) - n_diag(v, t)) < 1e-8
        curv = second(lambda x: E_diag(x, t), v, 1e-3)
        assert curv < 0 and abs(curv + t * t / np.hypot(t, v)**3) < 1e-5
        for F, edge in ((F_formula, 1.0), (F_num, 1 - 1e-6)):
            val, arg = inverse(F, v, t, edge)
            assert abs(val - E_diag(v, t)) < 1e-9 and abs(arg - n_diag(v, t)) < 1e-5
    for n in (-0.95, -0.3, 0.0, 0.6, 0.9):
        val, arg = legendre(n, t)
        assert abs(val - F_formula(n, t)) < 1e-11
        assert abs(arg - v_formula(n, t)) < 1e-5 * (1 + abs(arg))
        assert abs(central(lambda x: F_num(x, t), n, 1e-5) + arg) < 1e-5 * (1 + abs(arg))
        F2 = second(lambda x: F_num(x, t), n, 2e-4)
        assert abs(F2 * (1 - n * n)**1.5 / a - 1) < 1e-4
        chi = central(lambda x: n_diag(x, t), arg, 1e-4)
        assert abs(F2 * chi + 1) < 1e-4
        c = ground_state(v_formula(n, t), t)
        assert abs(c @ (-t * SX) @ c - val) < 1e-10
        scan = []
        for phi in np.linspace(0, 2 * np.pi, 181):
            psi = np.array([np.sqrt((1 + n) / 2), np.sqrt((1 - n) / 2) * np.exp(1j * phi)])
            scan.append((psi.conj() @ (-t * SX) @ psi).real)
            assert abs(scan[-1] + t * np.sqrt(1 - n * n) * np.cos(phi)) < 1e-12
        assert abs(min(scan) - val) < 1e-10
    for _ in range(500):
        A = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
        rho = A @ A.conj().T
        rho /= np.trace(rho).real
        m = np.trace(rho @ SZ).real
        assert np.trace(rho @ (-t * SX)).real >= F_formula(m, t) - 1e-12
        v = 4 * rng.normal()
        assert E_diag(v, t) <= F_formula(m, t) + v * m + 1e-12
    ws = (1.0, 10.0, 100.0, 1000.0)
    for sign in (1.0, -1.0):
        edge_vals = [g(-sign * w, sign, t) for w in ws]
        assert all(x < 0 for x in edge_vals) and np.all(np.diff(edge_vals) > 0)
        for w, x in zip(ws, edge_vals):
            assert abs(x + t * t / (w + np.hypot(t, w))) < 1e-10
            assert g(-sign * w, 1.2 * sign, t) >= 0.2 * w - a
        assert abs(edge_vals[-1] * 2 * ws[-1] / t**2 + 1) < 1e-5
    for s in (1.0, 10.0, 100.0):
        d_max = 2 * t * t / (t * t + s * s)
        assert F_num(1 - 0.9 * d_max, t) < -s * 0.9 * d_max
        assert F_num(1 - 1.1 * d_max, t) > -s * 1.1 * d_max
for n in (-0.99, -0.5, 0.2, 0.99):
    assert abs(F_num(n, 0.0)) < 1e-7
    assert abs(legendre(n, 0.0)[1]) < 1e-5

t, n = 2.0, 0.6
F0, v0 = legendre(n, t)
E0 = E_diag(v0, t)
F2 = second(lambda x: F_num(x, t), n, 2e-4)
chi = central(lambda x: n_diag(x, t), v0, 1e-4)
E_back, n_back = inverse(F_num, v0, t, 1 - 1e-6)
print(f"input: t = {t:.1f} eV, n = {n:.1f}")
print(f"n1 = {(1+n)/2:.4f}, n2 = {(1-n)/2:.4f}, sqrt(1-n^2) = {np.sqrt(1-n*n):.4f}")
print(f"maximizer v = {v0:.4f} eV")
print(f"E(v) = {E0:.4f} eV = {E0/HARTREE_EV:.6f} hartree")
print(f"v*n = {v0*n:.4f} eV")
print(f"F(n) = {F0:.4f} eV = {F0/HARTREE_EV:.6f} hartree")
print(f"F'(n) = {central(lambda x: F_num(x, t), n, 1e-5):.4f} eV")
print(f"F''(n) = {F2:.4f} eV, chi = {chi:.4f} 1/eV, F''*chi = {F2*chi:.4f}")
print(f"inverse transform at this v: min = {E_back:.4f} eV at n = {n_back:.4f}")
print(f"F(0) = {F_num(0.0, t):.4f} eV")
for state in (np.array([1.0, 0.0]), np.array([0.0, 1.0])):
    print(f"localized state: n = {state @ SZ @ state:.0f}, "
          f"|<T>| = {abs(state @ (t * SX) @ state):.1f} eV")
site1 = np.array([1.0, 0.0])
F_edge = site1 @ (-t * SX) @ site1
print("d=1-n | F (eV) | F' (eV) | t/sqrt(2d) (eV) | chord slope (eV)")
ds, slopes = 10.0**-np.arange(1, 7), []
for d in ds:
    x = 1 - d
    slope = central(lambda y: F_num(y, t), x, 1e-3 * d)
    asym, chord = t / np.sqrt(2 * d), (F_edge - F_num(x, t)) / d
    assert abs(slope / (-v_formula(x, t)) - 1) < 1e-5
    assert abs(central(lambda y: F_num(y, t), -x, 1e-3 * d) / slope + 1) < 1e-5
    assert abs(chord / (t * np.sqrt((2 - d) / d)) - 1) < 1e-7
    if d > 5e-4:
        assert abs(slope / asym - 1 + 0.75 * d) < d * d
    slopes.append(slope)
    print(f"{d:.0e} | {F_num(x, t):.6f} | {slope:.3f} | {asym:.3f} | {chord:.3f}")
exponent = np.log(slopes[-1] / slopes[-2]) / np.log(ds[-1] / ds[-2])
assert abs(exponent + 0.5) < 1e-4
print(f"log-log exponent of F' in d (last two rows) = {exponent:.4f}")
print("w (eV) | g_1(-w) (eV) | -t^2/(2w) (eV) | g_1.2(-w) (eV) | 0.2w - t (eV)")
for w in (10.0, 100.0, 1000.0):
    print(f"{w:.0f} | {g(-w, 1.0, t):.6f} | {-t*t/(2*w):.6f} | "
          f"{g(-w, 1.2, t):.4f} | {0.2*w - t:.4f}")
print("s (eV) | d_max = 2t^2/(t^2+s^2) | F(1-d_max/2) (eV) | line -s*d_max/2 (eV)")
for s in (10.0, 100.0):
    d_max = 2 * t * t / (t * t + s * s)
    print(f"{s:.0f} | {d_max:.6f} | {F_num(1 - d_max/2, t):.6f} | {-s*d_max/2:.6f}")
print(f"t = 0: |F(0.99)| = {abs(F_num(0.99, 0.0)):.6f} eV, "
      f"|maximizer| = {abs(legendre(0.99, 0.0)[1]):.4f} eV")
print("verified")
```

Printed output:

```
input: t = 2.0 eV, n = 0.6
n1 = 0.8000, n2 = 0.2000, sqrt(1-n^2) = 0.8000
maximizer v = -1.5000 eV
E(v) = -2.5000 eV = -0.091873 hartree
v*n = -0.9000 eV
F(n) = -1.6000 eV = -0.058799 hartree
F'(n) = 1.5000 eV
F''(n) = 3.9063 eV, chi = -0.2560 1/eV, F''*chi = -1.0000
inverse transform at this v: min = -2.5000 eV at n = 0.6000
F(0) = -2.0000 eV
localized state: n = 1, |<T>| = 0.0 eV
localized state: n = -1, |<T>| = 0.0 eV
d=1-n | F (eV) | F' (eV) | t/sqrt(2d) (eV) | chord slope (eV)
1e-01 | -0.871780 | 4.129 | 4.472 | 8.718
1e-02 | -0.282135 | 14.036 | 14.142 | 28.213
1e-03 | -0.089420 | 44.688 | 44.721 | 89.420
1e-04 | -0.028284 | 141.411 | 141.421 | 282.836
1e-05 | -0.008944 | 447.210 | 447.214 | 894.425
1e-06 | -0.002828 | 1414.213 | 1414.214 | 2828.426
log-log exponent of F' in d (last two rows) = -0.5000
w (eV) | g_1(-w) (eV) | -t^2/(2w) (eV) | g_1.2(-w) (eV) | 0.2w - t (eV)
10 | -0.198039 | -0.200000 | 1.8020 | 0.0000
100 | -0.019998 | -0.020000 | 19.9800 | 18.0000
1000 | -0.002000 | -0.002000 | 199.9980 | 198.0000
s (eV) | d_max = 2t^2/(t^2+s^2) | F(1-d_max/2) (eV) | line -s*d_max/2 (eV)
10 | 0.076923 | -0.549341 | -0.384615
100 | 0.000800 | -0.056552 | -0.039984
t = 0: |F(0.99)| = 0.000000 eV, |maximizer| = 0.0000 eV
verified
```
